**Born dipole bremsstrahlung: formula, independent routes and range of validity**

The program tests $d\sigma/d\omega=(16/3)Z^2\alpha r_e^2\ln[(v+v')/(v-v')]/[(v/c)^2\omega]$ for a nonrelativistic electron and a fixed bare charge $Z$. Here $v$ and $v'$ are the initial and final speeds, $\omega$ is the photon energy, $\alpha$ is the fine-structure constant and $r_e$ is the classical electron radius. It asserts that the emission rate agrees with an explicit sum over box modes to within 1%, and that the acceleration identity holds for the hydrogen 1s and 2p states. It also asserts that spatial quadrature of the force agrees with the Coulomb transform and the velocity form, and that angular quadrature reproduces the spectrum. The radiated energy is compared with an integral over final momenta, and free partial waves must reproduce the logarithm. For $Z=1$, $v=20$ and $v'=12$ atomic units, the output gives $5.61\times10^{-11}$ bohr²/hartree, or 0.058 barn/keV. Partial waves in the full Coulomb field give 1.10 times the Born value there, and 2.82 times the Born value at $v'=2$, where the Born condition on the outgoing electron fails.

## Numerical check

```python
"""
Nonrelativistic Born dipole bremsstrahlung on a fixed bare charge Z.
Result under test, in Hartree atomic units with c = 1/alpha:
  dsigma/domega = (16/3) Z^2 ln((v+v')/(v-v')) / (c^3 v^2 omega)
                = (16/3) Z^2 alpha r_e^2 ln((v+v')/(v-v')) / ((v/c)^2 omega)
v, v': electron speed before and after; omega = (v^2-v'^2)/2: photon energy;
r_e: classical electron radius; q: momentum transfer to the electron.
The electron mass is 1, so speeds and electron momenta are equal.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.special import gammaln, loggamma

alpha = const.fine_structure
c = 1.0 / alpha
bohr = const.physical_constants["Bohr radius"][0]
r_e = const.physical_constants["classical electron radius"][0] / bohr
hartree_ev = const.physical_constants["Hartree energy in eV"][0]


def log_factor(v_in, v_out):
    return np.log((v_in + v_out) / (v_in - v_out))


def born_spectrum(Z, v_in, omega):
    """Closed formula, in bohr^2 per hartree."""
    v_out = np.sqrt(v_in**2 - 2 * omega)
    return (16 / 3 * Z**2 * alpha * r_e**2 * log_factor(v_in, v_out)
            / ((v_in / c)**2 * omega))


def taper(x):
    """Smooth cutoff for the oscillating tail of a convergent integral."""
    s = x / x[-1]
    return np.where(s < 0.5, 1.0, np.cos(np.pi * (s - 0.5))**2)


# Worked example: round model parameters
Z, v, v_out = 1.0, 20.0, 12.0
energy = v**2 / 2
omega = (v**2 - v_out**2) / 2

# Photon emission rate: explicit sum over the modes of a periodic box
dipole = np.array([0.3 + 0.2j, -0.5j, 0.7])
dipole_sq = np.sum(abs(dipole)**2)
box = 1000.0
n = np.arange(-40, 41)
nx, ny, nz = np.meshgrid(n, n, n, indexing="ij")
radius = np.sqrt(nx**2 + ny**2 + nz**2)
shell = (radius >= 28) & (radius < 40)
n_abs = radius[shell]
along = (nx[shell] * dipole[0] + ny[shell] * dipole[1]
         + nz[shell] * dipole[2]) / n_abs
mode_omega = 2 * np.pi * c * n_abs / box
w_low, w_high = 2 * np.pi * c * 28 / box, 2 * np.pi * c * 40 / box
coupling_sq = 2 * np.pi * mode_omega / box**3 * (dipole_sq - abs(along)**2)
rate_modes = 2 * np.pi * coupling_sq.sum() / (w_high - w_low)
mean_cube = (w_high**4 - w_low**4) / (4 * (w_high - w_low))
rate_formula = 4 * mean_cube * dipole_sq / (3 * c**3)
mode_ratio = rate_modes / rate_formula
# a sharp shell cuts a discrete lattice, so agreement is at the percent level
assert abs(mode_ratio - 1) < 0.01

# Acceleration identity on exact eigenstates: hydrogen 1s and 2p
r_sym = sp.symbols("r", positive=True)
R_1s = 2 * sp.exp(-r_sym)
R_2p = r_sym * sp.exp(-r_sym / 2) / (2 * sp.sqrt(6))
length_element = sp.integrate(R_2p * R_1s * r_sym**3, (r_sym, 0, sp.oo))
force_element = sp.integrate(R_2p * R_1s, (r_sym, 0, sp.oo))
gap = sp.Rational(1, 2) - sp.Rational(1, 8)
assert sp.simplify(gap**2 * length_element - force_element) == 0

# Plane-wave element of grad V = Z rhat/r^2, integrated in space
p_in = np.array([0.0, 0.0, v])
p_fin = np.array([v_out, 0.0, 0.0])
q_vec = p_fin - p_in
q_right = np.linalg.norm(q_vec)
x = np.linspace(0, 200, 4001)
mu, weight = np.polynomial.legendre.leggauss(160)
angular_part = 2 * np.pi * (np.sin(np.outer(x, mu)) @ (weight * mu))
force_numeric = Z * simpson(angular_part * taper(x), x=x / q_right)
force_formula = 4 * np.pi * Z / q_right
assert abs(force_numeric / force_formula - 1) < 1e-4

# Velocity form with first-order corrections to both plane waves
v_fourier = -4 * np.pi * Z / q_right**2
velocity_element = v_fourier * (p_fin / omega - p_in / omega)
assert abs(omega * np.linalg.norm(velocity_element) / force_numeric - 1) < 1e-4


# Spectrum assembled from rate, flux, final states and angular quadrature
def q_squared(cosine):
    return v**2 + v_out**2 - 2 * v * v_out * cosine


angle_numeric = 2 * np.pi * quad(lambda t: 1 / q_squared(t), -1, 1)[0]
r_element_sq = 2 * np.pi * quad(
    lambda t: (4 * np.pi * Z)**2 / q_squared(t) / omega**4, -1, 1)[0]
final_density = v_out**2 / (v_out * (2 * np.pi)**3)
sigma_numeric = 4 * omega**3 / (3 * c**3) * final_density * r_element_sq / v
sigma = born_spectrum(Z, v, omega)
assert abs(sigma_numeric / sigma - 1) < 1e-7
angle_formula = 2 * np.pi * log_factor(v, v_out) / (v * v_out)
assert abs(angle_numeric / angle_formula - 1) < 1e-9

# Radiated energy: spectrum integral against the ball of final momenta,
# with the origin of coordinates moved to the initial momentum
loss_spectrum = quad(lambda w: w * born_spectrum(Z, v, w), 0, energy,
                     epsabs=0, epsrel=1e-8, limit=200)[0]
ball = 2 * np.pi * quad(lambda t: 2 * v * t, 0, 1)[0]
loss_ball = 4 / (3 * c**3) * (4 * np.pi * Z)**2 / (2 * np.pi)**3 * ball / v
loss_formula = 16 * Z**2 / (3 * c**3)
assert abs(loss_spectrum / loss_ball - 1) < 1e-6
assert abs(loss_spectrum / loss_formula - 1) < 1e-6


# Dipole spectrum beyond Born: partial waves in the attractive Coulomb field
def coulomb_waves(k, charge, r, l_max):
    """Regular waves of unit amplitude: power series, then Numerov steps."""
    eta = -charge / k
    rho = k * r
    ell = np.arange(l_max + 1)[:, None]
    start = np.searchsorted(rho, 10.0)
    near = rho[:start][None, :]
    older = np.zeros((l_max + 1, start))
    term = np.ones_like(older)
    total = term.copy()
    for j in range(1, 90):
        newer = (2 * eta * near * term - near**2 * older) / (
            j * (j + 2 * ell + 1))
        older, term = term, newer
        total += term
    log_norm = (ell * np.log(2) - np.pi * eta / 2
                + loggamma(ell + 1 + 1j * eta).real - gammaln(2 * ell + 2))
    waves = np.empty((len(r), l_max + 1))
    waves[:start] = (np.exp(log_norm) * near**(ell + 1) * total).T
    step = rho[1] - rho[0]
    column = rho[:, None]
    curvature = 1 - 2 * eta / column - (ell * (ell + 1)).T / column**2
    g = 1 + step**2 * curvature / 12
    for i in range(start, len(r)):
        waves[i] = ((12 - 10 * g[i - 1]) * waves[i - 1]
                    - g[i - 2] * waves[i - 2]) / g[i]
    return waves


def ratio_to_born(speed_ratio, charge_over_v, l_max=16):
    """Partial-wave spectrum over Born formula; initial momentum set to 1."""
    r = 0.04 * np.arange(1, 10001)
    initial = coulomb_waves(1.0, charge_over_v, r, l_max)
    final = coulomb_waves(speed_ratio, charge_over_v, r, l_max)
    cut = (taper(r) / r**2)[:, None]
    grid = np.insert(r, 0, 0.0)

    def radial(a, b):
        return simpson(np.insert(a * b * cut, 0, 0.0, axis=0), x=grid, axis=0)

    up = radial(initial[:, :-1], final[:, 1:])
    down = radial(initial[:, 1:], final[:, :-1])
    larger_l = np.arange(1, l_max + 1)
    strength = 64 * np.pi**3 / speed_ratio**2 * np.sum(
        larger_l * (up**2 + down**2))
    born = 32 * np.pi**3 / speed_ratio * log_factor(1.0, speed_ratio)
    return strength / born


free_ratio = ratio_to_born(v_out / v, 0.0)
assert abs(free_ratio - 1) < 2e-4
coulomb_ratio = ratio_to_born(v_out / v, Z / v)
half_ratio = ratio_to_born(v_out / v, 0.5 * Z / v)
first_order = np.pi * Z * (1 / v_out - 1 / v)
# what remains after the first-order term must be of second order in Z/v'
assert abs(coulomb_ratio - 1 - first_order) < 5 * (Z / v_out)**2
assert abs(half_ratio - 1 - first_order / 2) < 5 * (0.5 * Z / v_out)**2
v_slow = 2.0
slow_ratio = ratio_to_born(v_slow / v, Z / v)
assert slow_ratio > 2

# Soft and hard limits of the logarithm
omega_soft = 0.01 * energy
v_soft = np.sqrt(v**2 - 2 * omega_soft)
log_soft, log_soft_limit = log_factor(v, v_soft), np.log(2 * v**2 / omega_soft)
assert abs(log_soft - log_soft_limit) < 0.01
log_slow, log_slow_limit = log_factor(v, v_slow), 2 * v_slow / v
assert abs(log_slow / log_slow_limit - 1) < 0.01

barn_per_bohr2 = bohr**2 / 1e-28
kev_per_hartree = hartree_ev / 1000
print(f"charge Z = {Z:.0f}")
print(f"speed of light c = {c:.4f} a.u.")
print(f"classical electron radius r_e = {r_e:.6e} bohr")
print(f"initial speed v = {v:.1f} a.u.")
print(f"final speed v' = {v_out:.1f} a.u.")
print(f"initial kinetic energy = {energy:.1f} hartree")
print(f"photon energy omega = {omega:.1f} hartree")
print(f"photon energy omega = {omega * kev_per_hartree:.4f} keV")
print(f"v/c = {v / c:.5f}")
print(f"Z/v = {Z / v:.4f}")
print(f"Z/v' = {Z / v_out:.4f}")
print(f"photon momentum / smallest q = {omega / c / (v - v_out):.5f}")
print(f"box-mode rate / rate formula = {mode_ratio:.5f}")
print(f"hydrogen 1s-2p: gap^2 * radial length = "
      f"{float(gap**2 * length_element):.6f} a.u.")
print(f"hydrogen 1s-2p: radial force element = "
      f"{float(force_element):.6f} a.u.")
print(f"q at right-angle scattering = {q_right:.5f} a.u.")
print(f"force element there, quadrature = {force_numeric:.6f} a.u.")
print(f"force element there, 4 pi Z/q = {force_formula:.6f} a.u.")
print(f"logarithm ln((v+v')/(v-v')) = {log_factor(v, v_out):.6f}")
print(f"angular integral of 1/q^2 = {angle_numeric:.7f} a.u.")
print(f"dsigma/domega, assembled = {sigma_numeric:.5e} bohr^2/hartree")
print(f"dsigma/domega, formula = {sigma:.5e} bohr^2/hartree")
print(f"dsigma/domega, formula = "
      f"{sigma * barn_per_bohr2 / kev_per_hartree:.5f} barn/keV")
print(f"radiated-energy cross section, spectrum = "
      f"{loss_spectrum:.5e} bohr^2 hartree")
print(f"radiated-energy cross section, momentum ball = "
      f"{loss_ball:.5e} bohr^2 hartree")
print(f"free partial waves / Born formula = {free_ratio:.6f}")
print(f"Coulomb partial waves / Born, Z = 1: {coulomb_ratio:.4f}")
print(f"Coulomb partial waves / Born, Z = 1/2: {half_ratio:.4f}")
print(f"first-order correction pi Z(1/v'-1/v), Z = 1: {first_order:.4f}")
print(f"soft case: omega = {omega_soft:.1f} hartree")
print(f"soft case: logarithm = {log_soft:.5f}")
print(f"soft case: ln(2 v^2/omega) = {log_soft_limit:.5f}")
print(f"hard case: final speed v' = {v_slow:.1f} a.u.")
print(f"hard case: logarithm = {log_slow:.5f}")
print(f"hard case: 2 v'/v = {log_slow_limit:.5f}")
print(f"hard case: Coulomb partial waves / Born = {slow_ratio:.3f}")
print("checks complete")
```

Running it gives:

```
charge Z = 1
speed of light c = 137.0360 a.u.
classical electron radius r_e = 5.325135e-05 bohr
initial speed v = 20.0 a.u.
final speed v' = 12.0 a.u.
initial kinetic energy = 200.0 hartree
photon energy omega = 128.0 hartree
photon energy omega = 3.4831 keV
v/c = 0.14595
Z/v = 0.0500
Z/v' = 0.0833
photon momentum / smallest q = 0.11676
box-mode rate / rate formula = 0.99789
hydrogen 1s-2p: gap^2 * radial length = 0.181444 a.u.
hydrogen 1s-2p: radial force element = 0.181444 a.u.
q at right-angle scattering = 23.32381 a.u.
force element there, quadrature = 0.538776 a.u.
force element there, 4 pi Z/q = 0.538779 a.u.
logarithm ln((v+v')/(v-v')) = 1.386294
angular integral of 1/q^2 = 0.0362931 a.u.
dsigma/domega, assembled = 5.61152e-11 bohr^2/hartree
dsigma/domega, formula = 5.61152e-11 bohr^2/hartree
dsigma/domega, formula = 0.05775 barn/keV
radiated-energy cross section, spectrum = 2.07250e-06 bohr^2 hartree
radiated-energy cross section, momentum ball = 2.07250e-06 bohr^2 hartree
free partial waves / Born formula = 1.000000
Coulomb partial waves / Born, Z = 1: 1.1022
Coulomb partial waves / Born, Z = 1/2: 1.0518
first-order correction pi Z(1/v'-1/v), Z = 1: 0.1047
soft case: omega = 2.0 hartree
soft case: logarithm = 5.98645
soft case: ln(2 v^2/omega) = 5.99146
hard case: final speed v' = 2.0 a.u.
hard case: logarithm = 0.20067
hard case: 2 v'/v = 0.20000
hard case: Coulomb partial waves / Born = 2.818
checks complete
```
